\section*{Hopping, repulsion and Mott transition depth of rubidium in an optical lattice}

\section*{Question}

I want the Bose--Hubbard parameters for rubidium-87 in a cubic optical lattice,
\begin{equation}
V(\mathbf r)=V_0\sum_{i=1}^{3}\sin^2(kx_i),\qquad k=\frac{2\pi}{\lambda},\qquad E_r=\frac{\hbar^2k^2}{2m},\qquad s=\frac{V_0}{E_r}.
\end{equation}
For the hopping I was given
\begin{equation}
J=\frac{4}{\sqrt\pi}\,E_r\,s^{3/4}e^{-2\sqrt s}. \label{eq:claim}
\end{equation}
At $s=10$ it gives $0.0227\,E_r$, but my band calculation gives $0.0192\,E_r$. Refining the basis does not help. Is my Wannier function wrong, or is the formula? I also need $U$, and then the depth at which the gas with one atom per site becomes a Mott insulator. I can't tell how much the error in $J$ matters there. My wavelength is 850 nm, and I take a scattering length of 100 Bohr radii.

\section*{Answer}

Your band calculation is right. Equation \eqref{eq:claim} is the leading term for a deep lattice, and its relative error falls only as $1/\sqrt s$. The derivation below gives the next term as well, which accounts for most of your discrepancy.

I use the lowest band, a contact interaction, zero temperature and no trap. The model is
\begin{equation}
H=-J\sum_{\langle ij\rangle}(b_i^\dagger b_j+b_j^\dagger b_i)+\frac U2\sum_i n_i(n_i-1),
\end{equation}
with each bond counted once.

\subsection*{From Mathieu bands to $J$}

The potential is a sum over axes, so the three-dimensional Wannier function is a product. For a hop along $x$, the $y$ and $z$ factors contribute their norm, and their energies multiply a vanishing overlap along $x$. One axis therefore suffices. Let $z=kx$ from here on, and measure energy in $E_r$:
\begin{equation}
-\psi''+s\sin^2 z\,\psi=\varepsilon\psi. \label{eq:schr}
\end{equation}
With $\sin^2z=(1-\cos2z)/2$ this is the Mathieu equation $\psi''+(a-2q\cos2z)\psi=0$, where $a=\varepsilon-s/2$ and $q=-s/4$. Shifting $z$ by $\pi/2$ reverses the sign of $q$ without changing the spectrum. The lowest band thus runs from $s/2+a_0(s/4)$ to $s/2+b_1(s/4)$, with $a_0,b_1$ the Mathieu characteristic values.

Let $\kappa\in(-1,1]$ be the quasimomentum in units of $k$. Choose each Bloch phase so that $\psi_\kappa(0)>0$ at the well centre. For $N$ cells, the Wannier function in well $j$ is
\begin{equation}
w_j(z)=w(z-j\pi)=\frac1{\sqrt N}\sum_\kappa e^{-i\pi\kappa j}\psi_\kappa(z),\qquad \int w^2\,dz=1.
\end{equation}
Since the $\psi_\kappa$ are orthonormal eigenstates and $\varepsilon(\kappa)$ is even,
\begin{equation}
J=-\langle w_0|H_1|w_1\rangle=-\frac1N\sum_\kappa\varepsilon(\kappa)\cos\pi\kappa , \label{eq:fourier}
\end{equation}
where $H_1$ is the operator on the left of \eqref{eq:schr}. Equivalently, $\varepsilon(\kappa)=\bar\varepsilon-2\sum_{n\ge1}J_n\cos(n\pi\kappa)$ with $J_1=J$. Subtracting the band edges leaves the odd terms:
\begin{equation}
\varepsilon(1)-\varepsilon(0)=4(J_1+J_3+\dots).
\end{equation}
One quarter of the bandwidth is a good substitute for $J$ when distant hops are small. At $s=5$ it is $0.0661$ against $J=0.0658$; at $s=10$ the two agree to about $0.02\%$.

\subsection*{$J$ as a flux through the barrier}

Within the band, keeping nearest-neighbour hops,
\begin{align}
H_1w_0&=\bar\varepsilon w_0-J(w_1+w_{-1}),\\
H_1w_1&=\bar\varepsilon w_1-J(w_0+w_2).
\end{align}
Multiply the first line by $w_1$, the second by $w_0$, subtract, and integrate from the barrier midpoint $\pi/2$ to infinity. The $\bar\varepsilon$ terms cancel. The right side is
\begin{equation}
-J\int_{\pi/2}^{\infty}\left(w_1^2-w_0^2+w_1w_{-1}-w_0w_2\right)dz\simeq-J,
\end{equation}
because $w_1$ lies almost wholly in this region, while the other terms involve tails. On the left the potential cancels, and the kinetic terms form a total derivative:
\begin{equation}
\int_{\pi/2}^{\infty}(-w_1w_0''+w_0w_1'')\,dz=\left[w_0w_1'-w_1w_0'\right]_{\pi/2}^{\infty}.
\end{equation}
Since $w$ is even, $w_1(z)=w(\pi-z)$. At the midpoint $w_1=w$ and $w_1'=-w'$, so the bracket equals $2ww'$ there, after including the minus sign of the lower limit. Hence
\begin{equation}
J\simeq-2\,w(\pi/2)\,w'(\pi/2). \label{eq:flux}
\end{equation}
The slope is negative, so $J>0$. Hopping is set by the amplitude and slope of the orbital in the middle of the barrier. Numerically, \eqref{eq:flux} is low by $0.15\%$ at $s=10$ and by $0.009\%$ at $s=20$.

\subsection*{The orbital under the barrier}

A Gaussian fitted to the well bottom has the wrong decay at the midpoint, because the barrier is not parabolic. Instead write
\begin{equation}
w(z)=A\,e^{-\sqrt s(1-\cos z)}g(z). \label{eq:ansatz}
\end{equation}
In the home well and up to the midpoint, the hopping terms are exponentially small corrections to $H_1w=\bar\varepsilon w$. The exponential factor $F=e^{\sqrt s\cos z}$ obeys $F'=-\sqrt s\sin z\,F$ and $F''=(s\sin^2z-\sqrt s\cos z)F$. Inserting $w\propto Fg$ cancels the potential:
\begin{equation}
\sqrt s\cos z\,g+2\sqrt s\sin z\,g'-g''=\bar\varepsilon g. \label{eq:g}
\end{equation}
Expand $\bar\varepsilon=\sqrt s+\varepsilon_1+\dots$ and $g=g_0(1+h/\sqrt s+\dots)$, with $g(0)=1$. The leading energy is $\sqrt s$ because, at $z=0$, the terms of order $\sqrt s$ in \eqref{eq:g} reduce to $\sqrt s\,g=\bar\varepsilon g$. At that order,
\begin{equation}
\frac{g_0'}{g_0}=\frac{1-\cos z}{2\sin z}=\frac12\tan\frac z2
\quad\Longrightarrow\quad g_0=\frac1{\cos(z/2)}.
\end{equation}
At the next order, the terms proportional to $h$ cancel by the equation for $g_0$, leaving
\begin{equation}
2\sin z\,h'=\frac{g_0''}{g_0}+\varepsilon_1,\qquad
\frac{g_0''}{g_0}=\frac14\left(2\sec^2\frac z2-1\right).
\end{equation}
The left side vanishes at $z=0$ for regular $h$, so $\varepsilon_1=-1/4$. Then
\begin{equation}
h'=\frac{\tan^2(z/2)}{4\sin z}=\frac18\tan\frac z2\sec^2\frac z2
\quad\Longrightarrow\quad h=\frac18\tan^2\frac z2.
\end{equation}

The norm comes from the well, where $z^2\sim1/\sqrt s$. There $2\sqrt s(1-\cos z)=\sqrt s\,z^2-\sqrt s\,z^4/12+\dots$ and $g_0^2=1+z^2/4+\dots$; the $h$ term enters at relative order $1/s$. With weight $e^{-\sqrt s z^2}$ the moments are $\langle z^2\rangle=1/(2\sqrt s)$ and $\langle z^4\rangle=3/(4s)$, so
\begin{equation}
1=A^2\sqrt{\frac{\pi}{\sqrt s}}\left(1+\frac1{16\sqrt s}+\frac1{8\sqrt s}\right),\qquad
A^2=\frac{s^{1/4}}{\sqrt\pi}\left(1-\frac3{16\sqrt s}\right),
\end{equation}
to this order. At the midpoint $g_0^2=2$ and $h=1/8$, giving
\begin{align}
w^2(\pi/2)&=2A^2e^{-2\sqrt s}\left(1+\frac1{4\sqrt s}\right),\\
-\frac{w'}{w}(\pi/2)&=\sqrt s-\frac12\tan\frac\pi4=\sqrt s\left(1-\frac1{2\sqrt s}\right).
\end{align}
Equation \eqref{eq:flux} is $J=2w^2(-w'/w)$. The corrections add to $-3/16+4/16-8/16=-7/16$:
\begin{equation}
\boxed{\frac J{E_r}=\frac4{\sqrt\pi}s^{3/4}e^{-2\sqrt s}\left[1-\frac7{16\sqrt s}+O\!\left(\frac1s\right)\right]} \label{eq:J}
\end{equation}

\subsection*{The on-site repulsion}

The contact coupling is $4\pi\hbar^2a/m=8\pi aE_r/k^2$, with $a$ now the scattering length. The interaction $\frac12(4\pi\hbar^2a/m)\int\Psi^\dagger\Psi^\dagger\Psi\Psi\,d^3r$, projected on one Wannier orbital, gives $\frac U2b^\dagger b^\dagger bb=\frac U2n(n-1)$. Each axis contributes $k\int w^4dz$, so
\begin{equation}
\frac U{E_r}=8\pi ka\left(\int w^4\,dz\right)^3. \label{eq:Uexact}
\end{equation}
For large $s$, use the same orbital. The Gaussian weight is now $e^{-2\sqrt sz^2}$, with $\langle z^2\rangle=1/(4\sqrt s)$ and $\langle z^4\rangle=3/(16s)$. The factors $1+\sqrt s\,z^4/6$ and $1+z^2/2$ contribute $1/(32\sqrt s)$ and $4/(32\sqrt s)$, while $A^4$ contributes $-12/(32\sqrt s)$. Thus
\begin{align}
\int w^4dz&=\frac{s^{1/4}}{\sqrt{2\pi}}\left[1-\frac7{32\sqrt s}+O\!\left(\frac1s\right)\right],\\
\frac U{E_r}&=\sqrt{\frac8\pi}\,ka\,s^{3/4}\left[1-\frac{21}{32\sqrt s}+O\!\left(\frac1s\right)\right]. \label{eq:U}
\end{align}
The prefactor follows from $8\pi/(2\pi)^{3/2}=\sqrt{8/\pi}$. Deepening the lattice compresses the orbital and raises $U$, while it suppresses $J$. In the deep-lattice limit $U$ grows as $s^{3/4}$, whereas $J$ falls exponentially in $\sqrt s$.

\subsection*{How good is the formula for $J$?}

For your parameters $ka=0.0391$. In the table, $J$ and $U$ come from \eqref{eq:fourier} and \eqref{eq:Uexact}. ``Lead'' is \eqref{eq:claim} divided by $J$, and ``next'' includes the $7/16$ term.

\begin{center}
\begin{tabular}{rccccc}
$s$ & $J/E_r$ & lead & next & $U/E_r$ & $U/J$\\
5 & 0.06577 & 1.311 & 1.054 & 0.134 & 2.03\\
10 & 0.01918 & 1.185 & 1.021 & 0.267 & 13.9\\
15 & 0.00652 & 1.141 & 1.012 & 0.387 & 59.3\\
20 & 0.00249 & 1.118 & 1.008 & 0.496 & 199\\
30 & 0.00046 & 1.092 & 1.005 & 0.698 & 1508
\end{tabular}
\end{center}

At $s=10$ the leading formula exceeds $J$ by $18.5\%$; with the correction the excess is $2.1\%$. Extrapolating the computed hopping to large $s$ gives a coefficient $0.435$, against $7/16=0.4375$. The numerical check checks this and the corresponding coefficient for $\int w^4dz$.

The expansion fails as $s\to0$. At $s=0$, $\varepsilon=\kappa^2$ and \eqref{eq:fourier} gives $J/E_r=-\frac12\int_{-1}^1\kappa^2\cos\pi\kappa\,d\kappa=2/\pi^2$, whereas \eqref{eq:claim}, with or without the $7/16$ term, tends to zero.

\subsection*{The mean-field transition}

Let $\phi=\langle b\rangle$ be real and uniform. Mean field replaces $b_i^\dagger b_j$ by $\phi b_i^\dagger+\phi b_j-\phi^2$. Each site has six neighbours, so its Hamiltonian at chemical potential $\mu$ is
\begin{equation}
h=\frac U2n(n-1)-\mu n-6J\phi(b+b^\dagger)+6J\phi^2.
\end{equation}
For $0<\mu<U$ the state at $\phi=0$ has $n=1$. Adding an atom costs $U-\mu$, with squared matrix element $2$; removing it costs $\mu$, with squared matrix element $1$. Second-order perturbation theory gives
\begin{equation}
\Delta E=6J\phi^2\left\{1-6J\left[\frac2{U-\mu}+\frac1\mu\right]\right\}.
\end{equation}
The Mott state is unstable when the braces become negative. It survives to the largest $J$ where the square bracket is smallest:
\begin{equation}
\frac2{(U-\mu)^2}=\frac1{\mu^2}\quad\Longrightarrow\quad U-\mu=\sqrt2\,\mu,\qquad \mu=(\sqrt2-1)U.
\end{equation}
The bracket is then $(\sqrt2+1)/\mu=(3+2\sqrt2)/U$, so
\begin{equation}
\left(\frac UJ\right)_c=6(3+2\sqrt2)=34.97\qquad\text{(mean field)}.
\end{equation}
This is the tip of the Mott lobe, the relevant point when the density is held at one atom per site.

\subsection*{The depth for rubidium}

Dividing the leading forms of \eqref{eq:U} and \eqref{eq:J} cancels $s^{3/4}$:
\begin{equation}
\frac UJ\simeq\frac{ka}{\sqrt2}e^{2\sqrt s},\qquad
s_c\simeq\frac14\ln^2\!\left[\frac{\sqrt2}{ka}\left(\frac UJ\right)_c\right]. \label{eq:closed}
\end{equation}
With your numbers,
\begin{equation}
s_c\simeq\frac14\ln^2\!\left(\frac{1.4142\times34.97}{0.03912}\right)=12.75 .
\end{equation}
Solving with the full $J$ and $U$ gives
\begin{equation}
\boxed{s_c=13.05\quad\text{(mean field)}}
\end{equation}

The closed formula misses by only $0.30$ because the errors in $J$ and $U$ partly cancel. At $s=13.05$ the leading $J$ is $15\%$ above the full value, but the leading $U$ is $26\%$ above its own. Their ratio is too large by $8.7\%$. From \eqref{eq:closed}, $d\ln(U/J)/ds\simeq1/\sqrt s$, so this shifts the depth by about $\sqrt{13.05}\,\ln1.087=0.30$, which is the difference found. Combining the leading $J$ with the full $U$ loses this partial cancellation: $U/J$ is then too small by the factor $1.155$, and the same estimate puts the transition too deep by about $\sqrt{13.05}\,\ln1.155\approx0.5$. That is the effect of the error in $J$ alone.

The recoil frequency is $E_r/h=3.177$ kHz. At the mean-field transition,
\begin{align}
V_0/h&=13.05\times3.177\ \text{kHz}=41.5\ \text{kHz},\\
J&=0.00977\,E_r,\qquad J/h=31.0\ \text{Hz},\\
U&=0.3415\,E_r,\qquad U/h=1.09\ \text{kHz}.
\end{align}
The second-neighbour hopping has magnitude $0.55\%$ of $J$, and $U$ is $6\%$ of the one-dimensional band gap. Both ratios are small, but a larger term has been dropped within the same band. The contact interaction projected on two neighbouring orbitals also gives a density-induced hopping $-X\sum_{\langle ij\rangle}[b_i^\dagger(n_i+n_j)b_j+\text{h.c.}]$, with $X/E_r=-8\pi ka\left(\int w^4dz\right)^2\int w_0^3w_1\,dz$. Here $X$ is $5.7\%$ of $J$, ten times the second-neighbour hopping. A hole still hops with $J$, but an extra atom hops with $J+2X$ and a particle--hole pair is created with $J+X$. The mean-field condition at the tip becomes $U=6[3J+4X+2\sqrt2(J+X)]$, which moves the depth from $13.05$ to about $13.3$. All depths quoted below leave this term out.

\subsection*{What mean field leaves out}

Single-site mean field neglects correlations between neighbouring sites. One can restore some of them by treating a cluster of $M$ sites with its internal bonds intact and coupling its outer bonds to $\phi$. If each site has $D$ neighbours inside, the outer bonds exert a field $(6-D)J\phi$ on it. Let $\chi$ be the induced $\langle b\rangle$ per unit field. Self-consistency then gives the instability condition
\begin{equation}
(6-D)J\chi(\mu)=1,
\end{equation}
with $\mu$ again chosen to minimize $\chi$. First-order perturbation of the cluster ground state $|0\rangle$ gives, with $B=\sum_i b_i$,
\begin{equation}
\chi=\frac1M\left[\sum_p\frac{|\langle p|B^\dagger|0\rangle|^2}{E_p-E_0-\mu}
+\sum_r\frac{|\langle r|B|0\rangle|^2}{E_r^{(-)}-E_0+\mu}\right].
\end{equation}
Here $p$ and $r$ label cluster states with one atom more and one fewer, with energies $E_p$ and $E_r^{(-)}$ that exclude the $\mu$ term. For $M=1$ this is the square bracket found above.

Clusters of 1, 2, 4 and 8 sites, the last a cube, give critical $U/J=34.97$, $34.32$, $33.62$ and $32.84$. Correlations in these clusters thus favour the insulator: it appears at a smaller $U/J$, hence in a shallower lattice. The eight-site result corresponds to $s=12.83$.

The fraction of bonds treated inside the cluster is $D/6=0,\frac16,\frac13,\frac12$. Extending $J/U$ linearly to fraction one gives $U/J=31.0$ from all four points and $30.7$ from the last two. Both correspond to $s\simeq12.6$. The straight line is an assumption, and the difference between these fits is not an error bar. The steps in $J/U$ grow with cluster size, from $0.0005$ to $0.0007$, so I suspect that the line still puts $U/J$ too high. A rough quantum Monte Carlo ratio of 29, quoted for comparison and not computed here, gives $s\simeq12.4$.

Within the Bose--Hubbard model the transition therefore lies near $s\approx12.5$, and $13.05$ is the value to use when comparing with mean-field theory. For your experiment, allow for the density-induced hopping, which in mean field moves the transition deeper by about $0.2$. The scattering length also matters: at fixed critical ratio, \eqref{eq:closed} gives $\delta s_c\simeq-\sqrt{s_c}\,\delta a/a$, so a $5\%$ larger $a$ lowers the depth by about $0.2$. A trap makes the local chemical potential vary, so a single depth then no longer describes the whole cloud.

\section*{Calculated quantities}
\begin{verbatim}
wavelength = 850 nm
mass = 86.909 u
scattering length = 100 Bohr radii
k a = 0.03912 (dimensionless)
E_r/h = 3177.4 Hz
Columns: s, J/E_r, bandwidth/(4 E_r), leading J/E_r,
  leading/J, corrected/J, U/E_r, U/J (all dimensionless)
   5 0.065767 0.066053 0.086196 1.3106 1.0542 0.1337 2.03
  10 0.019182 0.019187 0.022739 1.1854 1.0214 0.2674 13.94
  15 0.006519 0.006519 0.007439 1.1412 1.0123 0.3866 59.30
  20 0.002491 0.002491 0.002785 1.1178 1.0085 0.4963 199.20
  30 0.000463 0.000463 0.000506 1.0924 1.0052 0.6981 1508.07
fitted J correction coefficient = 0.4352; 7/16 = 0.4375
fitted w^4 coefficient = 0.2164; 7/32 = 0.2188
midpoint flux/J - 1 at s = 10: -1.50e-03
midpoint flux/J - 1 at s = 20: -8.60e-05
mean-field critical U/J = 34.971
cluster of 1 sites: critical U/J = 34.971, J/U = 0.02860
cluster of 2 sites: critical U/J = 34.324, J/U = 0.02913
cluster of 4 sites: critical U/J = 33.621, J/U = 0.02974
cluster of 8 sites: critical U/J = 32.839, J/U = 0.03045
line through four clusters: U/J = 31.00
line through last two clusters: U/J = 30.70
transition depth, mean field: s = 13.053
transition depth, closed formula: s = 12.753
transition depth, 8-site cluster: s = 12.831
transition depth, four-cluster line: s = 12.628
transition depth, last-two line: s = 12.594
rough Monte Carlo ratio (input) U/J = 29: s = 12.40
At the mean-field transition depth:
J = 0.009766 E_r; J/h = 31.03 Hz
U = 0.34151 E_r; U/h = 1085.1 Hz
V0/h = 41.48 kHz
leading J / J = 1.1546
leading U / U = 1.2552
leading (U/J) / (U/J) = 1.0871
second-neighbour hopping / J = 0.0055
band gap = 5.663 E_r; U/gap = 0.0603
\end{verbatim}
